Exciton levels in a monolayer with the Rytova–Keldysh interaction

Why excitons in a monolayer leave the two-dimensional hydrogen series, and why 2p lies below 2s

An electron and a hole in a monolayer, taken with one parabolic isotropic pair of bands and reduced mass μ, move in a plane and attract each other through a statically screened interaction. The problem contains ħ, μ, e²/4πε₀, the mean permittivity κ = (ε₁+ε₂)/2 of the media above and below, and one length r₀ that measures the polarizability of the sheet. Without r₀ the charge enters only as e²/κ, and there is one length and one energy,

a* = 4πε₀κħ²/(μe²) = κ a₀ mₑ/μ,  Ry* = ħ²/(2μa*²) = μ Ry/(mₑκ²),

with e²/(4πε₀κ) = 2 Ry* a*. Every level is a pure number times Ry*. The electrostatics of the sheet brings in r₀ only through r₀/κ, which adds a single dimensionless number ρ = r₀/(κa*), so that

E = Ry* f(n_r, |m|; ρ).

Rotation makes the angular momentum m a good quantum number, and reflection makes +m and −m degenerate. No geometric symmetry ties states of different |m| together, so the Coulomb degeneracy of 2s and 2p has no protection once ρ ≠ 0. For large ρ the natural energy is 2Ry*/ρ = e²/(4πε₀r₀), which contains neither μ nor κ. Below, lengths are in a*, energies in Ry*, H = −∇² + V, n = n_r + |m| + 1 and ν = n − ½.

The interaction

The sheet has zero thickness and lies at z = 0. Its in-plane polarization per area is P = −2r₀ε₀∇φ, which defines r₀; a slab of thickness d and permittivity ε ≫ κ has 2r₀ ≈ εd. The bound charge −∇·P has the Fourier component −2r₀ε₀q²φ_q. Outside the sheet Laplace's equation gives φ = φ_q exp(−q|z|). The jump of the normal displacement equals the charge in the plane, a point charge e plus the bound charge:

ε₀(ε₁+ε₂) q φ_q = e − 2r₀ε₀q²φ_q,  so  φ_q = e/[2ε₀ q(κ + r₀q)].

Multiplying by −e and passing to a* and Ry* gives the Rytova–Keldysh interaction

V(q) = −4π/[q(1+ρq)],  V(r) = (1/2π)∫₀^∞ q J₀(qr) V(q) dq = −2∫₀^∞ J₀(qr)/(1+ρq) dq.

Two identities turn this into a form from which signs can be read. The first is 1/(1+ρq) = ∫₀^∞ exp[−t(1+ρq)] dt. The second follows from J₀(qr) = (1/2π)∮exp(iqr cos θ)dθ: the q integral gives ∫₀^∞ J₀(qr)e^(−qz)dq = (1/2π)∮dθ/(z − ir cos θ) = (r²+z²)^(−1/2). Writing ⟨…⟩_t for ∫₀^∞ e^(−t)…dt,

V(r) = −2⟨(r² + ρ²t²)^(−1/2)⟩_t = −(2/ρ)F(r/ρ),  F(x) = ⟨(x²+t²)^(−1/2)⟩_t.

The screened attraction is a Coulomb attraction to a charge displaced out of the plane by a height ρt, averaged with weight e^(−t).

With t = x sinh s, F = ∫₀^∞exp(−x sinh s)ds, and xF″ + F′ + xF = ∫(x cosh²s − sinh s)exp(−x sinh s)ds = 1, because the integrand is −d/ds[cosh s exp(−x sinh s)]. For small x, integration by parts gives F = ⟨arsinh(t/x)⟩_t → ⟨ln 2t⟩_t − ln x = −ln(x/2) − γ, with Euler's constant γ = −⟨ln t⟩_t. A term cx inserted in the differential equation yields c = 1, since the logarithm drops out of xF″ + F′. The Struve function obeys xH₀″ + H₀′ + xH₀ = 2/π with H₀(0) = 0, and Y₀ → (2/π)[ln(x/2)+γ], so F = (π/2)(H₀ − Y₀). For large r the binomial series with ⟨t²⟩_t = 2 and ⟨t⁴⟩_t = 24 gives an asymptotic expansion. The two limits are

r ≪ ρ:  V = (2/ρ)[ln(r/2ρ) + γ − r/ρ + O(x² ln x)],  x = r/ρ,
r ≫ ρ:  V = −2/r + 2ρ²/r³ − 18ρ⁴/r⁵ + …

The Coulomb reference

Put ψ = R(r)e^(imθ), R = r^|m| G and a = 2|m|+1. Then R″ + R′/r − m²R/r² = r^|m|(G″ + aG′/r), and the radial equation reads

(r^a G′)′ = r^a (V − E) G.

Equivalently u = √r R obeys H_m u = Eu with H_m = −d²/dr² + (m²−¼)/r² + V. For V = −2/r, E = −1/ν² and G = e^(−r/ν)L(ξ), ξ = 2r/ν, one finds ξL″ + (a − ξ)L′ + (ν − a/2)L = 0. A normalizable solution needs a polynomial, ν − a/2 = n_r, so ν = n − ½ and L is the Laguerre polynomial L_k^α with k = n_r, α = 2|m|. Two properties of these polynomials, ∫ξ^(α+1)e^(−ξ)L²dξ = (2k+α+1)(k+α)!/k! with 2k+α+1 = 2ν, and L(0) = (k+α)!/(k!α!), fix the density near the origin, |ψ|² → C r^(2|m|):

C = (k+α)! / [k! (α!)² · 4πν (ν/2)^(α+2)].

For m = 0 this is C = 1/(πν³). For |m| = 1 it is (k+1)(k+2)/(πν⁵) = (ν²−¼)/(πν⁵).

One moment is needed. Treating |m| as continuous, the Hellmann–Feynman theorem gives 2|m|⟨r⁻²⟩ = dE/d|m| = 2/ν³. With U = (m²−¼)/r² − 2/r, the radial equation implies d/dr[−u′² + (U−E)u²] = U′u². The bracket vanishes at infinity, and at the origin as r^(2|m|−1) for |m| ≥ 1, so ⟨U′⟩ = 0, that is (m²−¼)⟨r⁻³⟩ = ⟨r⁻²⟩, and

⟨r⁻³⟩ = 1/[ν³|m|(m²−¼)].

Every level rises

The k-th level of given m is the minimum, over k-dimensional subspaces, of the largest expectation value of H_m in the subspace. If V₂ > V₁ everywhere, take the span of the first k eigenfunctions of V₂: every expectation value of the V₁ problem there lies strictly below the k-th level of V₂, and so does the k-th level of V₁. Since (r²+ρ²t²)^(−1/2) is smaller than 1/r and decreases with ρ, each level lies above −1/ν² and rises with ρ at fixed a* and Ry*. The logarithm plays no part in this.

The order within a shell

The quantity that decides the order is the effective charge Q(r) = r²V′/2, which is constant for the Coulomb potential. From the average over heights,

Q = ⟨r³(r²+ρ²t²)^(−3/2)⟩_t,  (r²V′)′ = 6⟨r²ρ²t²(r²+ρ²t²)^(−5/2)⟩_t > 0.

The charge seen grows from 0 at the origin to 1 at infinity. At ρ = 1, quadrature gives (r²V′)′ = 1.45, 0.587 and 0.050 at r = 0.2, 1 and 5. The statement to prove is that an increasing V with (r²V′)′ > 0 has E(n_r+1, |m|) > E(n_r, |m|+1).

Let E₀ be the lowest level of given m. Its function has no node, so G = e^(−g), u = r^(a/2)e^(−g). Define w = g′ and y = w′. Since G′/G = −w and G″/G = w² − y, the radial equation becomes

y = w² − aw/r − V + E₀.

First, w > 0. The function r^aG′ vanishes at r = 0 and at infinity. Its derivative r^a(V−E₀)G is negative and then positive, with one change of sign because V increases. So r^aG′ falls from zero and climbs back to zero, and G′ < 0 throughout.

Second, y > 0. Solving the last equation for V and differentiating,

r²V′ = 2r²wy − ary + aw − r²y′,
(r²V′)′/r = 4wy + 2ry² + 2rwy′ − (a+2)y′ − ry″,

where the terms −ay and +ay have cancelled. Let η = ru²y. With (u²)′/u² = a/r − 2w,

η′/u² = (1+a)y + ry′ − 2rwy,
(η′/u²)′ = (a+2)y′ + ry″ − 2wy − 2ry² − 2rwy′.

Comparing the two results, and using η/(ru²) = y,

−(η′/u²)′ + 2wη/(ru²) = (r²V′)′/r.

At the origin, w = −∫₀^r s^a(V−E₀)G ds/(r^aG) is of order r ln r, so y is at most logarithmic and η = r^(a+1)e^(−2g)y → 0. At large r, w is bounded: were it so large that y ≥ w²/2, the inequality w′ ≥ w²/2 would drive it to infinity at finite r, which is a node of G. Hence y is bounded, u² decays exponentially, and η → 0. Suppose η ≤ 0 at some point. Then η has a non-positive minimum at an interior point, where η′ = 0 and η″ ≥ 0. The first term there is −η″/u² ≤ 0, the second is ≤ 0 because w > 0, and the right side is positive. This is a contradiction, so η > 0 and y > 0.

Third, factorize. Let W = u′/u = a/2r − w, A = d/dr − W, A† = −d/dr − W. Acting on a function, A†A = −d²/dr² + W² + W′ and AA† = −d²/dr² + W² − W′. Since W² + W′ = u″/u, A†A = H_m − E₀. The other product differs by −2W′ = a/r² + 2y, and m² − ¼ + 2|m| + 1 = (|m|+1)² − ¼, so

AA† + E₀ = H_(|m|+1) + 2y.

If A†Af = λf with λ > 0, then AA†(Af) = λ(Af), and conversely A† maps eigenfunctions back. The boundary behaviour matches: with f = uh one has Af = uh′ and (u²h′)′ = −λu²h, so h′ ∝ r and Af ∝ r^(a/2+1), as for angular momentum |m|+1. The only solution of A†χ = 0 is 1/u, which is not normalizable, so E₀ itself is missing. The levels of H_(|m|+1) + 2y are therefore E(1,|m|), E(2,|m|), and so on. Since 2y > 0, the comparison argument gives

E(n_r+1, |m|) > E(n_r, |m|+1)  for all n_r, m and all ρ > 0.

Thus 2s lies above 2p, and 3s above 3p above 3d. For the Coulomb potential the source vanishes, w is constant, y = 0, and the degeneracy returns. For an increasing V with (r²V′)′ < 0 the argument applied to −η reverses the order. Such a V is singular at the origin, since r²V′ is positive and decreasing; for a core ∝ −1/r, w tends to a constant, y is at most of order 1/r, and η = r^(a+1)e^(−2g)y still vanishes there.

Numerical levels here come from a finite-element solution of the radial equation, with polynomials of degree 10 on a geometrically graded mesh. At ρ = 1, integrating the first-order equation for w gives y = 1.53, 0.209 and 0.0045 at r = 0.1, 1 and 10, and adding 2y lifts the p levels −0.3460 and −0.1388 to −0.2665 and −0.1167, the 2s and 3s energies.

What the logarithm does and does not explain

A potential (2/ρ)ln r at all distances has (r²V′)′ = 2/ρ > 0 and obeys the theorem. Only the large-r step changes, because V is unbounded: if at some r one had w ≥ 2, w ≥ 4a/r and w² ≥ 4[V(r+1) − E₀], then y ≥ w²/2 would persist and w would diverge before r + 1. Hence w² and y grow at most as ln r, u² decays faster than any exponential, and η → 0. A logarithmic core alone is neither necessary nor sufficient. The softened potential −2(r²+1)^(−1/2) has no logarithm, has (r²V′)′ = 6r²(r²+1)^(−5/2) > 0, and gives E_2s − E_2p = +0.106. The Yukawa potential −2e^(−r/λ)/r has (r²V′)′ = −2(r/λ²)e^(−r/λ) < 0, and λ = 10 gives −0.0040. The Rytova–Keldysh potential with ρ = 10⁻³ multiplied by e^(−r/10) keeps its logarithmic core and gives −0.0029. There (r²V′)′ changes sign, the theorem is silent, and the outer region wins.

Weak screening, ρ ≪ 1

The perturbation is δV = V + 2/r = 2⟨1/r − (r²+ρ²t²)^(−1/2)⟩_t. Its integral over a disc of radius X is

∫₀^X 2πr δV dr = 4π⟨X − (X²+ρ²t²)^(1/2) + ρt⟩_t → 4πρ  (X → ∞).

On the scale a* it acts as a contact repulsion 4πρ δ²(r). The disc X = ρ holds the fraction 2 − ⟨(1+t²)^(1/2)⟩_t = 0.461 (by quadrature), so more than half of the strength comes from r > ρ, beyond any logarithmic region. The leading s shift is 4πρC = 4ρ/ν³.

The next term has two sources. For m = 0 the 1/r terms in the Coulomb radial equation balance only if G′/G → −2, so |ψ|² = C(1 − 4r + …). Against the tail 2ρ²/r³, between r ~ ρ and r ~ 1, this gives −4C·2π·2ρ²∫dr/r = −16πCρ² ln(1/ρ). In second order the shift is −∫∫ψδV 𝒢 δVψ, with 𝒢 the Green function of H − E with the state itself removed. At short distance −∇²𝒢 = δ², so 𝒢 ≈ −(1/2π)ln|r−r′|, and both points lie within about ρ of the origin. The result is −(4πρ)²C ln(1/ρ)/2π = −8πCρ² ln(1/ρ). The sum is −24πCρ² ln(1/ρ), and dividing by 4πρC,

ΔE_ns = (4ρ/ν³)[1 − 6ρ ln(1/ρ) + O(ρ)].

At ρ = 10⁻⁴ the bracket without its O(ρ) term is 1 − 0.0055 = 0.9945, and the numerical ratios ΔEν³/4ρ are 0.9952, 0.9955 and 0.9956 for 1s, 2s and 3s. The slope of (ratio − 1)/ρ against ln ρ for 1s, between ρ = 10⁻⁵ and 4×10⁻⁵, is 6.02.

States with m ≠ 0 vanish at the origin and feel the tail first: ΔE = 2ρ²⟨r⁻³⟩. For p states the core corrects this by C∫2πr³(δV − 2ρ²/r³)dr. For one height z = ρt the tail is z²/r³, and ∫r³(r²+z²)^(−1/2)dr = (r²+z²)^(3/2)/3 − z²(r²+z²)^(1/2), which between 0 and large X equals X³/3 − z²X/2 + 2z³/3. Then

∫₀^X [2r² − 2r³(r²+z²)^(−1/2) − z²]dr → 2X³/3 − 2X³/3 + z²X − 4z³/3 − z²X = −4z³/3.

With ⟨t³⟩_t = 6 the correction is −16πCρ³ = −16ρ³(ν²−¼)/ν⁵, so

ΔE_np = (8ρ²/3ν³)[1 − 6ρ(1 − 1/4ν²) + O(ρ² ln ρ)],
ΔE = 2ρ²/[ν³|m|(m²−¼)],  |m| ≥ 2, with relative corrections of order ρ².

At ρ = 0.002 the bracket is 0.9893 for 2p and 0.9885 for 3p, against numerical ratios to the leading term of 0.9896 and 0.9888. For 3d at ρ = 0.01 the ratio is 0.9997. Defining the quantum defect by E = −1/(ν+δ)², a small δ shifts the level by 2δ/ν³, so to leading order δ_s = 2ρ and δ_m = ρ²/[|m|(m²−¼)], independent of n. The 2s–2p gap starts as 4ρ/(3/2)³ = 32ρ/27. The expansion needs 6ρ ln(1/ρ) ≪ 1. At ρ = 0.1 that quantity exceeds one, and 32ρ/27 = 0.119 is more than twice the true gap 0.051.

Strong screening, ρ ≫ 1

Here the logarithm does set the spectrum of states that fit inside r ≪ ρ. Put r = s(ρ/2)^(1/2). Then −∇² = −(2/ρ)∇_s², ln(r/2ρ) = ln s − ½ ln 8ρ, and r/ρ = s/(2ρ)^(1/2). Treating the linear term in first order,

E = (2/ρ)[ε + γ − ½ ln 8ρ − ⟨s⟩/(2ρ)^(1/2) + O(ln ρ/ρ)],

where ε and ⟨s⟩ belong to the parameter-free problem −∇_s² + ln s. Numerically ε = 0.5265, 1.6613, 1.3862 and ⟨s⟩ = 1.265, 3.754, 2.671 for 1s, 2s, 2p. At ρ = 10⁴ the full levels exceed this formula by 1.3×10⁻⁴, 7.9×10⁻⁴ and 4.3×10⁻⁴ in units of 2/ρ. The term ½ ln 8ρ is common to all states and cancels from spacings, which tend to multiples of e²/(4πε₀r₀). The gap is (2/ρ)[0.275 − 1.083/(2ρ)^(1/2)].

A gap that grows as ρ and later falls as 1/ρ has a maximum between. The numerical levels in Ry* are

ρ      1s       2s       2p       gap
0     −4.000   −0.4444  −0.4444  0
0.1   −2.696   −0.3879  −0.4392  0.0513
0.3   −1.899   −0.3398  −0.4172  0.0774
1     −1.099   −0.2665  −0.3460  0.0795
3     −0.587   −0.1882  −0.2437  0.0556
10    −0.265   −0.1097  −0.1372  0.0275

and a search in ρ puts the largest gap, 0.083 Ry*, near ρ = 0.6.

High levels

For any ρ the tail is −2/r, and high levels return to a Rydberg form. Semiclassically ∫k dr = π(n_r+½) with k² = E − V − m²/r². For the Coulomb potential at energy −1/ν̃² the action is π(ν̃ − |m|): it vanishes for the circular orbit ν̃ = |m|, and its derivative −|m|∫dr/(r²k_C) equals −π after the substitution v = 1/r. Subtracting, δ = ν̃ − ν = (∫k_C dr − ∫k dr)/π. At large r and E → 0 the difference of integrands is δV/2k ∝ r^(−5/2) and its energy derivative goes as r^(−3/2). Both converge, so in this approximation δ tends to a constant with a first correction linear in E.

A worked example

Take round model values μ = 0.25 mₑ and r₀ = 4 nm, so e²/(4πε₀r₀) = 360.0 meV.

For κ = 4: a* = 4a₀/0.25 = 0.8467 nm, Ry* = 0.25 Ry/16 = 212.6 meV, ρ = 4/(4 × 0.8467) = 1.181. The unscreened series has −4Ry* = −850.4, then −94.5 and −34.0 meV. The numerical levels are −214.0 (1s), −54.2 (2s), −70.6 (2p), −24.1 (3s), −28.8 (3p) and −31.5 meV (3d), shifted up by 636, 40.3, 23.9, 9.9, 5.2 and 2.6 meV. The gap is 70.6 − 54.2 = 16.4 meV, and E_1s/E_2s = 3.95 in place of 9. The 1s defect is (212.6/214.0)^(1/2) − 0.5 = 0.497. The s defects for n = 1 to 6 are 0.497, 0.480, 0.469, 0.463, 0.461 and 0.459, and a straight line in E through n = 4 and 5 gives 0.4594 for n = 6 against the computed 0.4593. Because δ is close to ½ here, ν + δ is close to n and the s series resembles −Ry*/n². That resemblance belongs to ρ near 1.2 and is not general, since δ_s vanishes as 2ρ at small ρ. Neither expansion applies at this ρ, which is neither small nor large. The root-mean-square radii are 1.34 nm (1s), 5.34 nm (2s) and 3.68 nm (2p) against r₀/κ = 1 nm: 1s is about as large as the screening length and does not fit inside r ≪ r₀/κ, while 2s and 2p are several times larger and lie mostly outside the logarithmic region, with 2p still below 2s.

For κ = 1: a* = 0.2117 nm, Ry* = 3401 meV, ρ = 4/0.2117 = 18.9. The unscreened 1s level at −13606 meV is replaced by −570.0 meV. The others are −263.7 (2s), −322.6 (2p), −161.2 (3s), −188.1 (3p) and −213.4 meV (3d). The ratio E_1s/E_2s is 2.16 and the gap is 58.9 meV. The s defects for n = 1 to 3 are 1.94, 2.09 and 2.09, rising from 1s to 2s where those at κ = 4 fell. The value 2.09 is not the limit: at this ρ the form linear in E is approached only at much higher n, and δ has fallen to 1.93 by n = 16. With ½ ln(8 × 18.9) = 2.509 and (2ρ)^(1/2) = 6.148, the strong-screening formula gives for 1s

360.0 × (0.5265 + 0.5772 − 2.509 − 1.265/6.148) = −580 meV,

1.8 % deeper than the numerical level. For 2p and 2s it gives −352.9 and −317.3 meV, deeper than the numerical levels by 9 % and 20 %, in the order of the radii 1.06, 2.29 and 3.30 nm measured against r₀/κ = 4 nm. For the gap the expansion is not usable at this ρ: the pure logarithm gives 360.0 × 0.275 = 99 meV, the first correction brings it to 360.0 × (0.275 − 0.176) = 36 meV, and the numerical 59 meV lies between.

Limits of the model

The ordering theorem needs a local central potential with V′ > 0 and (r²V′)′ > 0, and an isotropic parabolic kinetic energy. A real layer of thickness d obeys the sheet formula only for qd ≪ 1, so the interaction departs from the sheet form for r below about d. In a dielectric slab, point charges in the midplane there feel the bulk attraction e²/(4πε₀εr), which is more singular than the logarithm. Charges spread across the layer with a normalized profile p(z) have V(q) → −e²∫p²dz/(ε₀εq²) at large q, so the logarithm remains with its coefficient multiplied by d∫p²dz, which is 3/2 for a cos² profile. With r₀ matched at long range, either change lies mainly at short distances and moves 1s most, because s states alone have density at the origin; the 1/r³ tail changes only by terms of relative order κ²/ε², by the factor ε²/(ε²−κ²) for midplane point charges. The effect is not small on the scale of the worked example: a slab with d = 0.65 nm and ε chosen to give r₀ = 4 nm lowers 1s by 25 meV (κ = 4) and 41 meV (κ = 1) for midplane point charges and by 5 and 7 meV for the cos² profile, while 2p moves by about 0.5 meV or less. A gap between layer and substrate or a nearby metal changes V, and the sign of (r²V′)′ must then be examined again. Anisotropic masses remove m as a quantum number. Non-parabolic bands, electron–hole exchange, frequency-dependent screening and Berry-curvature terms, which can split +m from −m, lie outside H, and the meV figures above are levels of this Hamiltonian with these parameters only.
